# Why CIS gives no correct conical intersection with the ground state

## The situation

A resist chromophore with a vinyl-type double bond absorbs a photon, and the bond begins to twist. If the twisted bond also becomes polar, the lowest excited singlet S1 can meet the ground singlet S0, and the molecule can return to S0 without emitting light. The place where the surfaces meet, the way the gap opens around it and the speed of the passage all affect how much excitation is left for photochemistry.

Configuration interaction singles (CIS) is an inexpensive way to follow S1. It takes the restricted Hartree–Fock (RHF) determinant as S0 and diagonalizes the Hamiltonian among its single excitations. Near an S0/S1 crossing this produces one of two faults. Either the surfaces cross on a set with one dimension too many, or they do not cross at all. Which one appears depends on the stability of the RHF solution.

The Hamiltonian is taken as real, without spin–orbit coupling or a magnetic field. The algebra is in atomic units, the numbers in eV.

## Two conditions, and how one is lost

Near a crossing, two real states obey a $2\times2$ problem with eigenvalues
$$E_\pm=\tfrac12(H_{11}+H_{22})\pm\tfrac12\sqrt{(H_{11}-H_{22})^2+4H_{12}^2}.$$
The gap vanishes when $H_{11}=H_{22}$ and $H_{12}=0$. With $N$ internal coordinates, two independent conditions leave a seam of dimension $N-2$. Across it the gap opens linearly in two directions, which makes the intersection conical.

In CIS the relevant coupling joins the RHF determinant $\Phi_0$ to the singlet single excitations
$$S_{ia}=\tfrac1{\sqrt2}\hat E_{ai}\Phi_0,\qquad \hat E_{ai}=\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma},$$
with $i,j$ occupied and $a$ virtual. The factor $1/\sqrt2$ normalizes the sum over two spins. Mix a little of orbital $a$ into orbital $i$, $\varphi_i\to\varphi_i+\eta\varphi_a$. Both electrons of the pair change, so to first order $\Phi_0\to\Phi_0+\sqrt2\,\eta S_{ia}$ and
$$\frac{dE}{d\eta}=2\sqrt2\,\langle S_{ia}|H|\Phi_0\rangle .$$
The same derivative follows from the RHF energy $E=2\sum_i h_{ii}+\sum_{ij}[2(ii|jj)-(ij|ji)]$:
$$\frac{dE}{d\eta}=4\Big\{h_{ia}+\sum_j[2(ia|jj)-(ij|ja)]\Big\}=4F_{ia},$$
where $F$ is the Fock matrix. Equating the two gives
$$\langle S_{ia}|H|\Phi_0\rangle=\sqrt2\,F_{ia}.$$
Self-consistent orbitals make $E$ stationary, so $F_{ia}=0$ at every geometry. This is Brillouin's theorem. A random Hamiltonian with four orbitals and four electrons served as a test: the largest coupling was $2.5\times10^{-15}$ with self-consistent orbitals and 1.11, in the model's energy unit, after the orbitals were rotated away from self-consistency.

The CIS matrix therefore splits into the single number $E_{\rm RHF}$ and a block of singles. Let $\omega$ be the lowest eigenvalue of that block minus $E_{\rm RHF}$. Degeneracy asks for $\omega=0$ and nothing else. Where $\omega$ passes through zero with a non-zero gradient on a smooth branch of RHF solutions, the seam has dimension $N-1$: a line in a plane of two coordinates, where the true intersection is a point.

The physical coupling has not disappeared. Orbital optimization has absorbed its singles part, while doubly excited configurations, which couple to both $\Phi_0$ and the singles, are left out. Elements between different singles are untouched (up to 0.14 in the same test), so crossings between two excited CIS states keep two conditions.

## The crossing requires an unstable reference

Let $x_{ia}$ be real with $\sum x_{ia}^2=1$, and set $T=\sum x_{ia}\hat E_{ai}$, so that $T\Phi_0=\sqrt2S_x$ and $T^\dagger\Phi_0=0$. Rotate the orbitals by $e^{\eta X}$ with $X=zT-z^*T^\dagger$, where $z=1$ gives a real rotation and $z=i$ an imaginary one. Since $X^\dagger=-X$, the energy is $\langle e^{-\eta X}He^{\eta X}\rangle$ and its second derivative at $\eta=0$ is
$$E''=\langle HX^2\rangle-2\langle XHX\rangle+\langle X^2H\rangle .$$
The middle term follows from $X\Phi_0=\sqrt2zS_x$ and $\langle\Phi_0|X=-\sqrt2z^*\langle S_x|$. It equals $+4\langle S_x|H|S_x\rangle$. For the outer terms, $X^2\Phi_0=z^2T^2\Phi_0-T^\dagger T\Phi_0=z^2T^2\Phi_0-2\Phi_0$. With the real number $M=\langle\Phi_0|HT^2|\Phi_0\rangle$, the coupling to double excitations,
$$E''=4\big(\langle S_x|H|S_x\rangle-E_{\rm RHF}\big)+2M\,{\rm Re}\,z^2 .$$
The $M$ term changes sign between $z=1$ and $z=i$. Adding the two cases, with $x$ the lowest CIS eigenvector, gives
$$\omega=\tfrac18\big(E''_{\rm real}+E''_{\rm imag}\big).$$
For the random Hamiltonian both sides came out as 2.58575.

If the RHF solution is strictly stable, both curvatures are positive and $\omega>0$: there is no degeneracy. A crossing needs at least one curvature that is zero or negative. A solution can be a minimum among real orbitals and still be unstable toward complex ones, and a program restricted to real orbitals will stay on it.

## A twisted polar bond

Two electrons occupy orthonormal site orbitals $a$ and $b$, the p orbitals of the two carbon atoms. The hopping $t$ vanishes at a twist of 90°, and $\delta$ is the energy of site $a$ minus that of site $b$. Let $U$ be the repulsion on one site, $V$ that between sites, $W=U-V$, and $K=(ab|ab)$ the exchange integral. Integrals of the type $(aa|ab)$ are neglected, and $W>4K>0$ is assumed.

The singlets are $aa$, $bb$ and the covalent state $\hat E_{ab}|bb\rangle/\sqrt2$. Measured from $V$, the ionic states have energies $W\pm\delta$. In the covalent state the site energies cancel and exchange leaves $K$. Hopping moves either of two electrons, which gives $-\sqrt2t$, and $K$ moves the pair:
$$H=\begin{pmatrix}W+\delta&-\sqrt2t&K\\-\sqrt2t&K&-\sqrt2t\\K&-\sqrt2t&W-\delta\end{pmatrix}.$$
"Exact" below means exact for this matrix.

**Exact intersections.** At a double eigenvalue $\lambda$, $H-\lambda$ has rank at most one, so its $2\times2$ minors vanish. If $t\ne0$, rows 1,2 with columns 1,3 give $W+\delta-\lambda=K$, and rows 2,3 with the same columns give $W-\delta-\lambda=K$. Hence $\delta=0$ and $\lambda=W-K$. Rows 1,2 with columns 2,3 give $2t^2=K(K-\lambda)=K(2K-W)<0$, which is impossible. So $t=0$. The ionic energies are then $W\pm\sqrt{\delta^2+K^2}$, and the lower one meets $K$ at
$$\delta_*=\sqrt{(W-K)^2-K^2},$$
or at $-\delta_*$. These are isolated points.

Near $\delta_*$ the lower ionic state is $\cos\chi\,bb-\sin\chi\,aa$ with $\tan2\chi=K/\delta$. Its coupling to the covalent state is $-\sqrt2t(\cos\chi-\sin\chi)$, and $(\cos\chi-\sin\chi)^2=1-\sin2\chi=1-K/(W-K)$. Its energy has slope $-\delta_*/(W-K)$ in $\delta$. To leading order,
$${\rm gap}^2=\Big(\frac{\delta_*}{W-K}\Big)^2(\delta-\delta_*)^2+8\Big(1-\frac K{W-K}\Big)t^2 .$$

**The CIS seam.** Write the occupied orbital as $\cos\frac\theta2\,a+\sin\frac\theta2\,b$, with $c=\cos\theta$, $s=\sin\theta$. The RHF and singly excited states have components
$$\Phi_0=\Big(\tfrac{1+c}2,\tfrac s{\sqrt2},\tfrac{1-c}2\Big),\qquad S=\Big(-\tfrac s{\sqrt2},c,\tfrac s{\sqrt2}\Big).$$
Their energies in $H$ are
$$E=\tfrac W2(1+c^2)+\delta c+Ks^2-2ts,\qquad E_S=Ws^2+K(c^2-s^2).$$
With $W'=W-2K$, the condition $dE/d\theta=0$ and the gap $\omega=E_S-E$ read
$$\delta s+2tc=-W'sc,\qquad \omega=-(W-K)+\tfrac32W's^2-\delta c+2ts .$$
Set $\omega=0$, so that $\delta c-2ts=-(W-K)+\frac32W's^2$. Multiplying this by $c$ and the first condition by $s$ and adding isolates $\delta$; multiplying the first by $c$ and subtracting $s$ times the second isolates $2t$:
$$\delta=-c\,\big[(W-K)-\tfrac12W's^2\big],\qquad t=\tfrac s2\big[K-\tfrac12W's^2\big].$$
For $\delta>0$, $c=-\sqrt{1-s^2}$. The lowest real RHF solution has $s\ge0$ when $t>0$, because reversing $s$ changes only the term $-2ts$. On that side $E$ is a convex function of $c$, so its minimum is unique. The seam on the lowest real solution thus runs over $0\le s^2\le2K/W'$, and its mirror image at $t<0$ closes the curve.

It meets $t=0$ at $\delta=W-K$ and at $\delta=\sqrt{(W-2K)(W-4K)}$. The squares of these values differ from $\delta_*^2$ by $+K^2$ and $-4K(W-2K)$, so the curve encloses the exact point. As $K\to0$ its length tends to $2K$ and its half-width falls as $K^{3/2}$: it shrinks onto the exact point. The point-like result at $K=0$ is a special limit of this model.

## How large the error is

Take $W=4$ eV, $K=0.2$ eV and $t=2.5\,\text{eV}\times\cos(\text{twist})$. The exact point lies at $\delta_*=\sqrt{3.8^2-0.2^2}=3.795$ eV. With $W'=3.6$ eV, the CIS seam runs from 3.394 to 3.800 eV at $t=0$. Its greatest half-width occurs at $s^2=2K/(3W')=0.037$, where $t=Ks/3=0.0128$ eV. Dividing by 2.5 eV gives 0.0051 rad, or 0.29° of twist away from 90°.

The false seam is narrow in twist but long in polarity. Along it the exact gap reaches 0.40 eV. The upper end is close to the exact point because there the RHF state is purely $bb$ and lacks only a small admixture of $aa$.

A scan at fixed $t=0.005$ eV misses the exact point. The smallest exact gap is 0.0138 eV, yet CIS crosses zero twice, at $\delta=3.460$ and 3.790 eV:

| $\delta$ (eV) | CIS gap (eV) | exact gap (eV) |
|---|---|---|
| 3.2 | +0.216 | 0.594 |
| 3.4 | +0.048 | 0.394 |
| 3.6 | −0.088 | 0.195 |
| 3.8 | +0.009 | 0.015 |
| 4.0 | +0.202 | 0.205 |

At 4.0 eV the ground state is mainly $bb$, which one doubly occupied orbital describes well. Below the intersection the exact ground state is mainly covalent, with one electron on each site. A closed-shell determinant cannot represent that state, and the CIS gap becomes poor well beyond the seam itself.

At $\delta=3.6$ eV on this scan the coupling to the single excitation is zero to numerical precision, but the coupling to the double excitation is 0.256 eV. The curvatures are $+0.672$ and $-1.372$ eV/rad² for real and imaginary rotations, and $(0.672-1.372)/8=-0.088$ eV reproduces the CIS gap. The solution is stable among real orbitals and unstable toward complex ones.

## Following the instability removes the crossing

Give site $b$ a phase: $\cos\frac\theta2\,a+e^{i\gamma}\sin\frac\theta2\,b$. With $X=s\cos\gamma$, so that $c^2+X^2\le1$, the same matrix elements give
$$E=\tfrac W2(1+c^2)+\delta c+KX^2-2tX,\qquad E_S=W(1-c^2)+K-2KX^2 .$$
$E$ is convex in $(c,X)$. Its minimum over the disk obeys $\delta+Wc=-\mu c$ and $2KX-2t=-\mu X$, with $\mu=0$ inside the disk and $\mu\ge0$ on its edge, where the orbitals are real. These conditions give $-\delta c=(W+\mu)c^2$ and $2tX=(2K+\mu)X^2$. Inserting them in $E_S-E$, and using $\mu(c^2+X^2)=\mu$,
$$\omega=\tfrac W2(1-c^2)+K(1-X^2)+\mu .$$
Since $1-c^2\ge X^2$, it follows that $\omega\ge K+(\frac W2-K)X^2\ge K$. On the lowest complex RHF solution the gap never falls below $K=0.2$ eV, and the intersection is gone. At $t=0.005$ eV, $\delta=3.6$ eV, the complex solution lies 0.019 eV below the real one, and its CIS gap is 0.58 eV where the exact gap is 0.19 eV.

## Evidence that the missing coupling is the cause

Keep a space of one reference and one single excitation, but freeze the orbitals as the sites. The states are then $bb$ and the covalent state, their coupling $-\sqrt2t$ is back, and
$${\rm gap}^2=(W-K-\delta)^2+8t^2 .$$
The degeneracy is again a point, at $t=0$, $\delta=3.8$ eV. On the scan at $t=0.005$ eV the smallest gap is $2\sqrt2\times0.005=0.0141$ eV. The space has the same size as before; the orbitals differ, and with them the coupling.

The wavefunction shows the same contrast. Carried continuously once around a conical intersection, a real eigenstate changes sign, because its mixing angle changes by $\pi$ over the full circuit. On an ellipse around the exact point, with half-axes 0.05 eV in $t$ and 0.6 eV in $\delta$, the exact and frozen-orbital ground states both change sign. The RHF state does not. The overlap of two real closed-shell determinants is the square of a determinant of orbital overlaps, one factor per spin, and cannot be negative.

An RHF state that stayed continuous and never became orthogonal to the exact S0 would force S0 to return with its original sign. Here continuity fails: at $t=0$ and $\delta<W'$ the solutions with $+s$ and $-s$ exchange order. On the ellipse the RHF state jumps there, with a step overlap of 0.79, and its energy surface has a kink.

## Relation to real chromophores

The parameters are round values, not computed for a molecule. $W$ is an effective value that depends on how the other electrons are treated: for ethylene twisted by 90° (6-31G*) it is about 6.4 eV with frozen triplet orbitals, 4.6 eV with state-averaged CASSCF and 2.9 eV once dynamic correlation is added by NEVPT2. $K$ is chosen large to make the seam visible: in twisted ethylene it is 0.03 to 0.05 eV without pyramidalization and about 0.1 eV at the pyramidalized geometry where the CIS gap vanishes. With $K=0.05$ eV and the other values unchanged, the formulas above give a false seam about 0.10 eV long, with a half-width of about 0.035° of twist; with $K=0.1$ eV the length is 0.20 eV and the half-width about 0.10°. A polarity near 3.8 eV is far from that of a symmetric neutral bond, where $\delta=0$. Strong pyramidalization, polar substitution and a nearby charge can each contribute to it. In ethylene twisted by 90° with fixed bond lengths, pyramidalization of one CH$_2$ group alone brings the CIS gap to zero, at about 78° in 6-31G* and 86° in 6-31G; the reference there is stable toward real and unstable toward complex rotations, as in the model.

A fixed $W$ is itself open to doubt, since the other electrons and the surrounding polymer screen the repulsion. Lowering $W$ by 1 eV at fixed $K$ moves the exact point down by 1.0 eV, more than the length of the false seam. Site repulsions that differ by 1 eV, with their mean unchanged, move it by 0.5 eV. The length of the seam follows $K$: 3.70 to 3.90 eV for $K=0.1$ eV, and 2.77 to 3.60 eV for $K=0.4$ eV. An error of 1 eV in $W$ thus shifts the position by about as much, while the wrong dimension does not depend on these choices as long as $W>4K>0$. The model also places a triplet 0.40 eV below the singlet intersection, so S0 here means the lowest singlet, not the lowest state.

## What to do

1. Do not locate S0/S1 intersections, or run dynamics through them, with CIS on an RHF reference. Away from the crossing, with a stable reference dominated by one closed-shell configuration, this objection does not apply.
2. Treat a negative singlet $\omega$ as proof of an unstable reference. A positive $\omega$ proves nothing: at $\delta=3.2$ eV it is positive and wrong by 0.38 eV. Test stability toward complex as well as real rotations.
3. Do not judge a crossing from a scan along which symmetry forbids the coupling. At $t=0$ the exact states also cross under one condition. Displace the geometry slightly in a direction that couples the two states, and repeat the scan: at a conical intersection the smallest gap grows linearly with the displacement, whereas the CIS crossing persists for small displacements. In this model it survives only up to 0.29° of twist, so its absence after a larger step does not show that the intersection is conical.
4. Use a method that obtains both states from one diagonalization with their coupling included. State-averaged CASSCF with two electrons in these two orbitals spans all three singlets of the model. So does spin-flip CIS from the triplet $a{\uparrow}b{\uparrow}$: moving one electron into either orbital with reversed spin yields $aa$, $bb$ and both open-shell determinants. In a molecule the remaining electrons still need dynamic correlation, which shifts the intersection, and the correction must treat the two states together so that their coupling survives.

Frozen orbitals restore the topology but give up orbital relaxation; they serve here as a diagnosis and are not a recommended method. The numerical output below lists most of the values used.

## Numbers as computed

```
GENERAL TEST, 4 orbitals, 4 electrons (model energy units)
largest single coupling, SCF orbitals: 2.5e-15
largest single coupling, other orbitals: 1.1147
norm of coupling to doubles, SCF: 0.2431
largest coupling between singles: 0.1395
omega from CIS: 2.58575
omega from curvatures: 2.58575
TWO-SITE MODEL
W = 4.0 eV, K = 0.2 eV, planar t = 2.5 eV
exact intersection: t = 0, delta = 3.7947 eV
CIS seam at t = 0: delta = 3.3941 and 3.8000 eV
CIS seam half-width in t: 0.01283 eV
same as twist from 90 degrees: 0.294 degrees
directions tested, all with a CIS root: 24
exact gap on CIS seam, smallest: 0.0053 eV
exact gap on CIS seam, largest: 0.4000 eV
CUT at t = 0.005 eV
CIS crossings: delta = 3.4600 and 3.7903 eV
smallest exact gap: 0.01376 eV
smallest gap, frozen site orbitals: 0.01414 eV
delta 3.2 eV: CIS gap +0.2159 eV, exact gap 0.5939 eV
delta 3.4 eV: CIS gap +0.0483 eV, exact gap 0.3944 eV
delta 3.6 eV: CIS gap -0.0875 eV, exact gap 0.1949 eV
delta 3.8 eV: CIS gap +0.0089 eV, exact gap 0.0147 eV
delta 4.0 eV: CIS gap +0.2024 eV, exact gap 0.2055 eV
CLOSED PATH, half-axes 0.05 eV in t and 0.6 eV in delta
sign: exact -1, frozen orbitals -1, RHF +1
smallest step overlap: exact 0.9994, RHF 0.7868
INSIDE THE SEAM: t = 0.005 eV, delta = 3.6 eV
real RHF energy: 0.39868 eV; CIS gap: -0.08751 eV
coupling to single: 4.0e-09 eV
coupling to double: 0.2556 eV
curvature, real rotation: 0.6723 eV/rad^2
curvature, imaginary rotation: -1.3724 eV/rad^2
complex RHF energy: 0.37987 eV
CIS gap on complex RHF: 0.5799 eV
smallest such gap on the scanned grid: 0.2000 eV
SIZE OF NEGLECTED EFFECTS
W lower by 1 eV: exact point moves -1.002 eV
site repulsions differ by 1 eV: exact point moves -0.500 eV
K = 0.1 eV: exact point 3.899 eV, CIS seam 3.699 to 3.900 eV
K = 0.4 eV: exact point 3.578 eV, CIS seam 2.771 to 3.600 eV
triplet relative to singlet intersection: -0.400 eV
```
